\section*{Weak-field magnetoresistance of nearest-neighbour donor hopping from wavefunction shrinkage}

In a lightly doped and lightly compensated n-type semiconductor almost no electrons remain in the conduction band once the thermal energy is far below the donor binding energy. Current flows because electrons hop from occupied donors to nearby empty ones, through the exponentially small tails of the donor functions. A magnetic field squeezes these tails sideways, so hops across the field become harder and the resistance rises. How fast it rises depends on the decay length of the tail and on how far apart the donors are.

Take isotropic donors with effective mass $m$, binding energy $E_b$ and density $N$, placed at random. The electron has charge $-e$. Define
\begin{equation}
a=\frac{\hbar}{\sqrt{2mE_b}},\qquad \lambda^2=\frac{\hbar}{eB},
\end{equation}
where $a$ is the decay length, equal to the Bohr radius for a hydrogenic donor, and $\lambda$ is the magnetic length. Hops have typical length $r\gg a$, and the field is weak in the sense $ar\ll\lambda^2$.

With the vector potential $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ centred on the donor, the kinetic energy is
\begin{equation}
\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{eB}{2m}L_z+\frac{e^2B^2\rho^2}{8m},
\end{equation}
where $\rho=r\sin\theta$ is the distance from the field axis through the donor. The ground state is axially symmetric, so $L_z\psi=0$. Outside the core, and with the Coulomb potential of a hydrogenic donor left out until later, the Schr\"odinger equation is then
\begin{equation}
\nabla^2\psi=\left(\frac1{a^2}+\frac{\rho^2}{4\lambda^4}\right)\psi .
\end{equation}
The field also shifts the level, by an amount of order $e^2B^2a^2/m$; this changes the bracket by a fraction $a^2/\rho^2$ of the field term and is dropped. Put $\psi=e^{-S}$, so that $\nabla^2\psi=[(\nabla S)^2-\nabla^2S]\psi$. Since $\nabla^2S\approx2/(ar)$ is smaller than $1/a^2$ by a factor of order $a/r$, the leading exponent obeys
\begin{equation}
(\nabla S)^2=\frac1{a^2}+\frac{\rho^2}{4\lambda^4}.
\label{eik}
\end{equation}
Write $S=r/a+S_1+\dots$ with $S_1\propto B^2$. The terms of order $B^2$ give
\begin{equation}
\frac2a\frac{\partial S_1}{\partial r}=\frac{r^2\sin^2\theta}{4\lambda^4}
\quad\Rightarrow\quad
S_1=\frac{a\,r^3\sin^2\theta}{24\lambda^4}.
\label{tail}
\end{equation}
The electron pays for the diamagnetic barrier $\propto\rho^2$ along its whole path, hence the cube of the distance. Along the field there is no such cost. As a test, the Green function of a charge in a uniform field was integrated over imaginary time at $r=200a$ and $400a$ and extrapolated in $a/r$. It gives the coefficient $0.04167$ at $\theta=90^\circ$, where $1/24=0.04167$, and $0.01722$ at $40^\circ$, in agreement with $\sin^2\theta/24$.

A hop needs the transfer integral between two donors, and here gauge matters. Put the left and right donors at $x=\mp R/2$, with $\mathbf B=B(\cos\theta,0,\sin\theta)$. Let $V_R$ be the potential of the right donor, taken as short-ranged, $K$ the kinetic energy and $\mathbf D=\nabla+ie\mathbf A/\hbar$. For $x>0$ we have $V_R\psi_R=(-E_b-K)\psi_R$ and $K\psi_L=-E_b\psi_L$, so
\begin{align}
I&=\int_{x>0}\psi_L^*V_R\psi_R\,d^3r
=\int_{x>0}\left[(K\psi_L)^*\psi_R-\psi_L^*K\psi_R\right]d^3r\nonumber\\
&=-\frac{\hbar^2}{2m}\int_{x=0}\left[\psi_L^*D_x\psi_R-(D_x\psi_L)^*\psi_R\right]dy\,dz .
\end{align}
The last step uses $K=-\hbar^2D^2/2m$ and the divergence theorem. The derivatives affect the prefactor; the exponent comes from the product $\psi_L^*\psi_R$ on the midplane.

The function of a donor at $\mathbf c$ is real in the gauge $\tfrac12\mathbf B\times(\mathbf r-\mathbf c)$. The common gauge $\tfrac12\mathbf B\times\mathbf r$ differs from it by $\nabla\chi$, with $\chi=\tfrac12(\mathbf B\times\mathbf c)\cdot\mathbf r$, and the function acquires the factor $e^{-ie\chi/\hbar}$. For $\mathbf c=\pm\tfrac R2\hat{\mathbf x}$ we have $\mathbf B\times\mathbf c=\pm\tfrac R2B\sin\theta\,\hat{\mathbf y}$. The product $\psi_L^*\psi_R$ therefore carries the phase factor
\begin{equation}
e^{-iky},\qquad k=\frac{R\sin\theta}{2\lambda^2}.
\end{equation}
Each modulus is taken at a distance $\sqrt{R^2/4+y^2+z^2}\approx R/2+(y^2+z^2)/R$. The two field terms (\ref{tail}), at distance $R/2$, add up to
\begin{equation}
2\,\frac{a(R/2)^3\sin^2\theta}{24\lambda^4}=\frac{aR^3\sin^2\theta}{96\lambda^4}.
\end{equation}
The phase makes contributions from different $y$ cancel:
\begin{equation}
\int dy\,e^{-2y^2/(Ra)-iky}\propto e^{-k^2Ra/8}
=\exp\left(-\frac{aR^3\sin^2\theta}{32\lambda^4}\right).
\end{equation}
Since $\tfrac1{96}+\tfrac1{32}=\tfrac1{24}$,
\begin{equation}
|I|\propto\exp\left(-\frac Ra-\frac{aR^3\sin^2\theta}{24\lambda^4}\right).
\label{transfer}
\end{equation}
This is the tail of one donor evaluated at the other. Three quarters of the effect comes from the phase, so shrinkage of the two moduli at the midplane would alone give a quarter of the answer. Numerical integration of the flux with these tails at $R=200a$ and $400a$, extrapolated in $a/R$, gives for a perpendicular field $0.03125$ with phase alone, $0.01042$ with shrinkage alone and $0.04166$ with both.

The phonon-assisted hopping rate is proportional to $|I|^2$, so the resistance linking two donors is $R_{ij}\propto e^{\xi_{ij}}$ with
\begin{equation}
\xi_{ij}=\frac{2r}{a}+\frac{a\,r^3\sin^2\theta}{12\lambda^4}+\frac{\varepsilon}{k_BT}.
\label{xi}
\end{equation}
The activation energy $\varepsilon$ is taken as common to all hops and independent of field. This is a model for small compensation, and it requires the spread of energies, divided by $k_BT$, to be small against $2r/a$. The energy term then cancels from the ratio of resistances.

The resistances $R_{ij}$ spread over many powers of ten. Bonds much weaker than the critical one carry little current, and much stronger ones act as short circuits. To leading exponential order the resistivity is $\rho(B)\propto e^{\xi_c}$, where $\xi_c$ is the smallest value at which the bonds with $\xi_{ij}\le\xi_c$ form a connected path through the sample. Without a field the bonds join all donors closer than $r_c$, and the threshold is reached when the mean number of neighbours equals a pure number $B_c$:
\begin{equation}
\frac{4\pi}3Nr_c^3=B_c\approx2.735,\qquad r_c=0.8675\,N^{-1/3}.
\label{rc}
\end{equation}
The constant $B_c$ is known from numerical work. A simulation with 16 samples of 16\,000 points gives $2.744\pm0.025$, where the error is statistical.

In a field the bonding surface $\xi(\mathbf r)=\xi_c$ is no longer a sphere. Let its radius be $r_0[1+\epsilon f(\mathbf n)]$ in the direction $\mathbf n$. To first order in $\epsilon$, the effect of the distortion on connectivity is a linear functional of $f$. The donor positions have no preferred direction, so this functional weights all directions equally and depends on the angular average $\langle f\rangle$ alone. The enclosed volume also changes in proportion to $\langle f\rangle$. For constant $f$ the surface is a sphere, whose threshold is set by its volume. Hence, to first order, the threshold in a field is reached at the same enclosed volume as without one.

This rule was tested on the same point sets with a stronger distortion than the example below needs. With lengths in units of $N^{-1/3}$, bonds were ranked by $r+0.2\,r^3\sin^2\theta$. The threshold rose by $0.0787$ on average over three field axes, while equal volume gives $0.0814$, an agreement within 4\,\%.

On the surface, the radius at fixed $\xi_c$ shrinks by $\tfrac a2$ times the field term in (\ref{xi}). To restore the volume, $\xi_c$ must rise by the angular average of that term at $r=r_c$. With $\langle\sin^2\theta\rangle=\tfrac23$,
\begin{equation}
\delta\xi_c=\frac{ar_c^3}{12\lambda^4}\cdot\frac23=\frac{ar_c^3}{18\lambda^4}.
\end{equation}
Inserting $r_c^3=3B_c/(4\pi N)$ and $\lambda^{-4}=e^2B^2/\hbar^2$ gives
\begin{equation}
\boxed{\ln\frac{\rho(B)}{\rho(0)}=t\,\frac{e^2B^2a}{\hbar^2N},\qquad
t=\frac{B_c}{24\pi}=0.0363 .}
\label{law}
\end{equation}
At fixed $a$ the logarithm varies as $1/N$: dilute donors force long hops, and the cost of a hop grows as the cube of its length. In this isotropic model the leading exponent does not depend on the angle between current and field, because the threshold is a property of the whole network; the prefactor may still depend on it. The law concerns the leading exponent; prefactors contribute relative corrections of order $a/r_c$.

The range of the quadratic law follows from the next order of (\ref{eik}). The terms of order $B^4$ are $(2/a)\,\partial_rS_2+(\nabla S_1)^2=0$. The radial and angular derivatives of (\ref{tail}) give, with $u=\sin^2\theta$,
\begin{equation}
(\nabla S_1)^2=\frac{a^2r^4}{\lambda^8}\left[\frac{u^2}{64}+\frac{u(1-u)}{144}\right],
\quad
S_2=-\frac{a^3r^5}{\lambda^8}\left[\frac{u^2}{640}+\frac{u(1-u)}{1440}\right].
\end{equation}
Let $\ell=a\xi_c/2$, leaving out the energy term, and $w=(a\ell/\lambda^2)^2$. Solving $aS(r)=\ell$ for $r$ by iteration,
\begin{equation}
\frac r\ell=1-\frac{wu}{24}+w^2\left[\frac{u^2}{192}+\frac{u^2}{640}+\frac{u(1-u)}{1440}\right].
\end{equation}
Cube this, and average with $\langle u\rangle=\tfrac23$, $\langle u^2\rangle=\tfrac8{15}$:
\begin{equation}
\frac{\langle r^3\rangle}{\ell^3}
=1-\frac w{12}+w^2\left[\frac1{90}+\frac1{400}+\frac1{3600}\right]
=1-\frac w{12}+\frac{w^2}{72}.
\end{equation}
Equal volume, $\langle r^3\rangle=r_c^3$, holds here at second order too. To first order in $w$ the surface is an ellipsoid, which a volume-preserving linear map turns into a sphere while the donors stay random with the same density. What remains is a distortion of order $w^2$, to which the first-order argument applies. Then $\ell=r_c(1+w/36-w^2/324)$. With $w_c=(ar_c/\lambda^2)^2$ we have $w=w_c(1+w_c/18)$, so $\ell=r_c(1+w_c/36-w_c^2/648)$ and
\begin{equation}
\ln\frac{\rho(B)}{\rho(0)}=\frac{2(\ell-r_c)}a=\frac{r_c}{18a}\,w_c\left(1-\frac{w_c}{18}+\dots\right).
\label{next}
\end{equation}
The leading term is (\ref{law}) in another form. Because of the factor $r_c/a$, the logarithm need not be small for the quadratic law to hold; what must be small is $w_c/18$.

At larger fields the tail changes character. In the plane through the donor perpendicular to $\mathbf B$, symmetry makes the gradient of $S$ radial, and (\ref{eik}) becomes $dS/d\rho=\sqrt{1/a^2+\rho^2/4\lambda^4}$. For $\rho\gg2\lambda^2/a$ this gives $S\approx\rho^2/4\lambda^2$, a Gaussian whose exponent grows as $B$, not $B^2$. The quadratic rise must therefore weaken.

For an example, take interstitial lithium donors in silicon. Their central-cell shift is small, which makes a hydrogenic radius a fair starting point. The inputs are rough: an isotropic mass of $0.30$ electron masses, relative permittivity $11.7$, $N=5\times10^{16}$~cm$^{-3}$, compensation $0.02$, $T=5$~K and $B=8$~T. The hydrogenic radius is $a=2.064$~nm and the model binding energy $29.8$~meV. The mean spacing is $N^{-1/3}=27.14$~nm, so that
\begin{equation}
r_c=0.8675\times27.14=23.5~\text{nm},\qquad \frac{r_c}a=11.4,\qquad \frac{2r_c}a=22.8 .
\end{equation}
With $\lambda=9.071$~nm and $N=5\times10^{-5}$~nm$^{-3}$,
\begin{equation}
\ln\frac{\rho(B)}{\rho(0)}=0.0363\times\frac{2.064}{5\times10^{-5}\times(9.071)^4}=0.221,
\end{equation}
or $\rho(B)/\rho(0)=1.25$. The coefficient of $B^2$ is $3.46\times10^{-3}$~T$^{-2}$.

Here $ar_c/\lambda^2=0.591$, which does not look small, but $w_c/18=0.019$. Equation (\ref{next}) thus lowers the logarithm by 2\,\%, to $0.217$. A numerical solution with the full semiclassical tail, again at equal volume, also gives $0.217$. The field at which $ar_c=\lambda^2$ is $13.5$~T.

The percolation argument itself was tested by solving Kirchhoff's equations for 12 random networks of 1200 donors with the bond exponents (\ref{xi}) and the example's numbers. Averaged over three field axes, the logarithm rises by $0.244\pm0.004$, which is 10\,\% above the law. Larger sets of networks, of 1200 and of 4500 donors, both give $0.239\pm0.003$, so the excess is 8 to 10\,\%. This is comparable with $a/r_c=0.09$, the expected order of the prefactor corrections. At fixed $w_c$ the excess is about 29\,\% for $a/r_c=0.175$ and consistent with zero for $a/r_c=0.044$; it falls with $a/r_c$, but proportionality is not established, and finite network size may contribute at small $a$. The average also hides a dependence on direction: the rise is about $0.215$ with the field along the current and about $0.25$ with the field across it.

A larger correction appears when the asymptotic tail is replaced by the donor function at finite distance, with the Coulomb potential included. In units of $a$ and with $b=a^2/\lambda^2$, write the hydrogen function as $\psi=e^{-r}(1-b^2g)$. The perturbation is $b^2\rho^2/8$, and its mean value is $b^2/4$ because $\langle\rho^2\rangle=2$. Acting on $ge^{-r}$, the unperturbed Hamiltonian minus its ground-state energy gives $e^{-r}(\partial_rg-\tfrac12\nabla^2g)$. First-order perturbation theory therefore requires
\begin{equation}
\frac{\partial g}{\partial r}-\frac12\nabla^2g=\frac{\rho^2-2}8,
\qquad
g=\frac18\left[\frac{r\rho^2}3+\frac{r^2}3+\frac{\rho^2}2-\frac{11}3\right].
\end{equation}
To verify, the bracket has radial derivative $\rho^2+\tfrac23r+\rho^2/r$. Half its Laplacian is $\tfrac23r+\rho^2/r+2$, since $\nabla^2(r\rho^2)=4r+6\rho^2/r$. The difference is $\rho^2-2$, as required. The constant makes the correction orthogonal to the unperturbed state. The first term of $g$ is the tail (\ref{tail}); away from the field axis the others are smaller by a factor of order $a/r$.

Using $e^{-r-b^2g}$ in the midplane flux at $R=r_c$ multiplies the angle-averaged field term by $1.34$. The factor falls to $1.01$ at $R=400a$, as it should for an asymptotic law. It contains all corrections of this flux integral at finite distance, but not the distortion of each function by the other donor's potential, which matters at this distance: the level splitting of one electron on two hydrogenic centres at $R=11.4a$, solved to second order in the field, gives $1.28$ instead. The value $1.34$ is also the weak-field limit; at the example's field the same flux integral gives $1.32$. The factor is therefore about $1.3$, and with it the example's logarithm becomes roughly $0.3$. If $a$ were inferred from a measured slope and a known $N$ by (\ref{law}), this correction alone would make the inferred value too large by roughly 30\,\% under the example's conditions.

Silicon also breaks the assumption of an isotropic mass. For a single valley with principal masses $m_i$, the coordinates $x_i'=x_i\sqrt{m_i/m}$ make the kinetic energy isotropic with mass $m$. A field along axis $i$ becomes $B'=Bm/\sqrt{m_jm_k}$, because the commutator of the kinetic momenta along $j$ and $k$ is proportional to $B$. The density becomes $N'=N\sqrt{m^3/(m_1m_2m_3)}$. At fixed binding energy and density, (\ref{law}) is therefore multiplied by
\begin{equation}
\frac{B'^2/N'}{B^2/N}=\frac{\sqrt{m\,m_1m_2m_3}}{m_jm_k}.
\end{equation}
With masses $0.19$ and $0.92$ this is $2.8$ for a field along the valley's long axis and $0.57$ for a field across it. Real silicon has six valleys, whose interference is not included, and lithium's ground state is orbitally degenerate. The two factors show how sensitive the number is to the mass; they are not bounds for the material. The value $1.25$ is a model estimate and not a prediction for a given sample.

The remaining conditions can be read from energies. The thermal energy is $0.431$~meV and the Coulomb energy at the mean spacing is $4.53$~meV, or $10.5\,k_BT$, a rough measure of $\varepsilon$. The energy spread was not calculated. If it is taken as this value times the cube root of the compensation, it is $2.9\,k_BT$, which is smaller than the exponent of $22.8$ but not negligible. Excitation to the band costs $69\,k_BT$, against a total hopping exponent of about 33, so hopping dominates unless the prefactors differ enormously. The Zeeman splitting is $2.15\,k_BT$, but it cancels from a spin-conserving hop between an occupied and an empty donor with equal $g$ factors. Ohmic conduction requires the voltage drop on each important hop to be small against $k_BT/e$. If the voltage fell evenly along the sample, the drop over a length $r_c$ would reach $k_BT/e$ at a field of $183$~V/cm. In the network it concentrates on the critical bonds, so the field must be well below this value.

Finally, (\ref{xi}) assigns each hop to two donors. If the electron can also pass through a third donor, the amplitudes interfere and the field changes their relative phase. That effect is absent from (\ref{law}) and its size has not been estimated here; where it matters, the measured slope is not given by the two-donor transfer integral alone. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS OF THE STEPS
tail coefficient, 90 deg (1/24 = 0.04167): 0.04167
tail coefficient, 40 deg: 0.01722
transfer, phase only (1/32 = 0.03125): 0.03125
transfer, shrinkage only (1/96 = 0.01042): 0.01042
transfer, both (1/24): 0.04166
transfer, both, 40 deg: 0.01721
B_c used: 2.735
B_c simulated: 2.744 +- 0.025 (statistical)
points per sample, samples: 16000, 16
distorted surface, threshold shift simulated: 0.0787
same shift from equal volume: 0.0814
r_c N^(1/3): 0.8675
coefficient t: 0.0363
EXAMPLE: Li donors in Si (rough inputs)
effective mass, permittivity: 0.30, 11.7
donor density: 5.0e+16 cm^-3
field: 8.0 T
temperature: 5.0 K
compensation: 0.02
Bohr radius a: 2.064 nm
model binding energy: 29.8 meV
mean spacing N^(-1/3): 27.14 nm
critical hop r_c: 23.55 nm
r_c/a: 11.41
zero-field exponent 2 r_c/a: 22.82
magnetic length: 9.071 nm
a r_c/lambda^2: 0.591
field where a r_c = lambda^2: 13.54 T
ln[rho(B)/rho(0)], derived law: 0.2212
rho(B)/rho(0), derived law: 1.2475
ln rise per field squared: 3.456e-03 T^-2
ln rise, resistor networks: 0.2442 +- 0.0044
donors per network, networks: 1200, 12
NEGLECTED EFFECTS
ln rise, tail to all orders in field: 0.2171
Coulomb-tail factor at r_c: 1.344
Coulomb-tail factor at 400 a: 1.009
valley masses, transverse and long: 0.19, 0.92
one-valley factor, field on long axis: 2.765
one-valley factor, field across it: 0.571
thermal energy kT: 0.431 meV
Coulomb energy at mean spacing: 4.53 meV
the same over kT: 10.5
rough energy spread over kT: 2.86
binding energy over kT: 69.2
Zeeman splitting (g = 2) over kT: 2.15
electric field kT/(e r_c): 183 V/cm
N^(1/3) a: 0.0760
\end{verbatim}
